# Exact Hubbard-dimer density functional by constrained search and Legendre transform

Take a Hubbard dimer with two electrons, hopping \(t\), repulsion \(U=5t\) and site occupations 1.4 and 0.6. Minimizing the internal energy over one double-occupancy parameter gives \(0.5052449720\,t\). Maximizing a different function, built from the lowest root of a cubic, over the site potential also gives \(0.5052449720\,t\). The first calculation never mentions a potential, and the second never constrains a wave function. This note derives both algorithms, shows why their results must agree, and states where an implementation can lose accuracy.

## Model and definitions

The Hamiltonian is

\[
\hat H(v)=\hat T+\hat W+v\,\hat m,\qquad \hat m=\tfrac12(\hat n_1-\hat n_2),
\]

\[
\hat T=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad
\hat W=U\sum_{i}\hat n_{i\uparrow}\hat n_{i\downarrow},
\]

with \(t>0\) and \(U\ge0\). The site potentials are \(+v/2\) and \(-v/2\), so a negative \(v\) attracts electrons to site 1. With two electrons the density is fixed by one number, \(m=\langle\hat m\rangle\): \(n_1=1+m\), \(n_2=1-m\), \(-1\le m\le1\).

Let \(E(v)\) be the ground energy of \(\hat H(v)\). The Levy functional is

\[
F(m)=\min_{\psi\to m}\langle\psi|\hat T+\hat W|\psi\rangle ,
\]

where \(\psi\) runs over normalized two-electron states with imbalance \(m\). The claim is that, for \(-1<m<1\),

\[
F(m)=\max_v\,[E(v)-vm]. \tag{1}
\]

## The two-electron states

There are six states. Three are singlets:

\[
|20\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle,\quad
|02\rangle=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad
|S\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle .
\]

Moving either electron of \(|20\rangle\) to site 2 produces the two terms of \(|S\rangle\), so \(\hat T|20\rangle=-\sqrt2\,t|S\rangle\). The same holds for \(|02\rangle\).

The other three are triplets with one electron per site. Hopping annihilates the two with parallel spins by the Pauli principle. In the third, the relative minus sign makes the two hopping contributions cancel. Triplets therefore have zero energy and zero imbalance.

In the order \(|20\rangle,|02\rangle,|S\rangle\), the singlet matrix is

\[
H=\begin{pmatrix}U+v&0&-\sqrt2t\\0&U-v&-\sqrt2t\\-\sqrt2t&-\sqrt2t&0\end{pmatrix}. \tag{2}
\]

## Constrained search over one parameter

Let a general state have singlet amplitudes \(a,b,c\) and total triplet weight \(\tau\). Then

\[
\langle\hat T+\hat W\rangle=U(|a|^2+|b|^2)-2\sqrt2\,t\,\mathrm{Re}[c^*(a+b)].
\]

Define the double occupancy \(d=|a|^2+|b|^2\). The constraint is \(m=|a|^2-|b|^2\), so

\[
|a|^2=\frac{d+m}{2},\qquad |b|^2=\frac{d-m}{2},\qquad |c|^2=1-d-\tau .
\]

At fixed moduli the energy is lowest when all phases agree. At fixed \(d\) it is lowest for \(\tau=0\), because triplet weight reduces \(|c|\) and brings no energy of its own. With real nonnegative amplitudes,

\[
(a+b)^2=d+2ab=d+R,\qquad R=\sqrt{(d-m)(d+m)} .
\]

The search has become

\[
F(m)=\min_{|m|\le d\le1}\Phi(d),\qquad
\Phi(d)=Ud-2\sqrt2\,t\sqrt{(1-d)(d+R)} . \tag{3}
\]

At \(m=\pm1\) the interval shrinks to \(d=1\), and \(F=U\).

**Slope and curvature.** Write \(q=d+R\) and \(G=\sqrt{(1-d)q}\). Since \(R'=d/R\),

\[
\frac{q'}{q}=\frac{1+d/R}{d+R}=\frac1R,\qquad
\frac{G'}{G}=\frac12\left(\frac1R-\frac1{1-d}\right).
\]

Inserting this in \(\Phi'=U-2\sqrt2\,tG'\) gives

\[
\Phi'(d)=U-\sqrt2\,t\sqrt{\frac{d+R}{1-d}}\;\frac{1-d-R}{R}. \tag{4}
\]

For the curvature, use \(G''/G=(G'/G)^2+(G'/G)'\) and \(R'=d/R\):

\[
\frac{G''}{G}=\frac14\left(\frac1R-\frac1{1-d}\right)^2-\frac12\left(\frac d{R^3}+\frac1{(1-d)^2}\right).
\]

Because \(d=q-R\) and \(m^2=d^2-R^2=q(d-R)\), we have \(d/R^3=1/R^2+m^2/(R^3q)\). Collecting terms,

\[
\frac{G''}{G}=-\frac14\left(\frac1R+\frac1{1-d}\right)^2-\frac{m^2}{2R^3q}<0. \tag{5}
\]

Thus \(\Phi''=-2\sqrt2\,tG''>0\): there is one minimum and no false one.

**Bracket.** For \(|m|<1\), the slope tends to \(-\infty\) as \(d\to|m|\). When \(m\ne0\) this follows from \(R\to0\). When \(m=0\), \(R=d\) and the hopping term in (4) is \(-2t(1-2d)/\sqrt{d(1-d)}\). At \(d=(1+m^2)/2\) we find \(R=(1-m^2)/2=1-d\), so the slope is \(U\ge0\). The root lies between these points.

Two limits check the factors. At \(U=0\) the upper end is the minimizer, where \(d+R=1\), and \(F=-2t\sqrt{1-m^2}\). At \(m=0\), \(\Phi=Ud-4t\sqrt{d(1-d)}\). Setting \(d=(1-\cos\alpha)/2\) turns this into \(U/2-(U/2)\cos\alpha-2t\sin\alpha\), whose minimum is \(F(0)=[U-\sqrt{U^2+16t^2}]/2\).

## Lowest root of the cubic

With \(A=U+v-E\) and \(B=U-v-E\), the determinant of \(H-E\) is \(-EAB-2t^2(A+B)\). Since \(AB=(U-E)^2-v^2\) and \(A+B=2(U-E)\), its vanishing means

\[
P(E)=E^3-2UE^2+(U^2-v^2-4t^2)E+4t^2U=0. \tag{6}
\]

Put \(E=2U/3+x\) to remove the quadratic term:

\[
x^3-\frac{s^2}{3}x+\frac{2U}{27}(U^2-9v^2+18t^2)=0,\qquad s=\sqrt{U^2+3v^2+12t^2}.
\]

With \(x=(2s/3)\cos\theta\), the first two terms combine to \((2s^3/27)(4\cos^3\theta-3\cos\theta)=(2s^3/27)\cos3\theta\). Hence

\[
\cos3\theta=w=\frac{U(9v^2-U^2-18t^2)}{s^3},\qquad
E_k=\frac23\left[U+s\cos\frac{\arccos w+2\pi k}{3}\right]. \tag{7}
\]

A real symmetric matrix has real eigenvalues, so \(|w|\le1\). As \(\arccos w\) runs from 0 to \(\pi\), the cosine is at least \(1/2\) for \(k=0\), at most \(-1/2\) for \(k=1\), and between these for \(k=2\). The lowest root is \(k=1\).

This root is negative: \(|S\rangle\) has energy expectation zero but is not an eigenstate, so the minimum lies below zero and below the triplets. It is also nondegenerate. The eigenvalue equations are

\[
Aa=\sqrt2\,tc,\qquad Bb=\sqrt2\,tc,\qquad Ec=-\sqrt2\,t(a+b).
\]

If \(c=0\), then \(a=-b\ne0\) and \(A=B=0\), which requires \(E=U\ge0\), a contradiction. So \(c\ne0\), neither \(A\) nor \(B\) vanishes, and \(a,b\) are fixed by \(c\).

**From potential to density.** The Hellmann–Feynman theorem gives \(m(v)=dE/dv\). Differentiating (6) implicitly,

\[
m(v)=\frac{2vE}{3E^2-4UE+U^2-v^2-4t^2}. \tag{8}
\]

The denominator is \(P'(E)=(E-E_0)(E-E_2)>0\) at the lowest root. Second-order perturbation theory gives

\[
\frac{dm}{dv}=-2\sum_{j\ne g}\frac{|\langle j|\hat m|g\rangle|^2}{E_j-E_g}<0 ,
\]

where \(g\) labels the ground state. The inequality is strict because \(a\) and \(c\) are both nonzero, so the ground state mixes different eigenvalues of \(\hat m\). As \(v\to-\infty\) the ground state tends to \(|20\rangle\); as \(v\to+\infty\) it tends to \(|02\rangle\). Thus \(m(v)\) falls continuously from 1 to \(-1\), and each interior \(m\) has one potential.

## Why the results agree

For any \(v\) and any state with imbalance \(m\), the variational principle says \(\langle\hat T+\hat W\rangle+vm\ge E(v)\). Minimizing over those states gives

\[
F(m)\ge E(v)-vm\quad\text{for every }v. \tag{9}
\]

Now choose the potential for which \(m(v)=m\). Its ground state is admissible in the Levy search and has internal energy \(E(v)-vm\), so \(F(m)\le E(v)-vm\). Both inequalities hold, which proves (1).

At \(m=1\) the supremum is approached but not attained. For large negative \(v\), the coupling of \(|20\rangle\) to \(|S\rangle\) gives \(E-v\approx U-2t^2/(|v|-U)\). In the example, \(v=-1000t\) gives \(4.997990\,t\), against \(F(1)=5t\).

The search also returns the potential. By (9), \(F(m')+vm'\) has its minimum \(E(v)\) at \(m'=m\), hence \(v=-F'(m)\). Since \(\Phi'(d)=0\) at the minimizer, the change of \(d\) with \(m\) does not contribute to \(F'\). With \(\partial R/\partial m=-m/R\),

\[
v=-\frac{\partial\Phi}{\partial m}=-\frac{\sqrt2\,t\,m}{R}\sqrt{\frac{1-d}{d+R}} . \tag{10}
\]

## Pseudocode

```
LEVY(m, U, t):                       # t > 0, U >= 0
    if |m| = 1: return U             # no finite potential
    lo = |m| + small offset
    hi = (1 + m*m)/2
    if U = 0: d = hi
    else: d = bracketed root of slope (4) on [lo, hi]
    return Phi(d) from (3), v from (10)

LEGENDRE(m, U, t):                   # |m| < 1
    B = t
    while not m(B) < m < m(-B): B = 2*B
    v = bracketed root of m(v) - m on [-B, B]
    return E_1(v) - v*m, v           # k = 1 in (7)

CHECK: compare both energies and both potentials
```

## Worked example

Set \(t=1\), \(U=5\), \(m=0.4\); energies below are in units of \(t\). The bracket for \(d\) is \([0.40,0.58]\), and the root is \(d=0.419025\). The amplitudes are

\[
a=\sqrt{\frac{0.819025}{2}}=0.639932,\quad
b=\sqrt{\frac{0.019025}{2}}=0.097532,\quad
c=\sqrt{0.580975}=0.762217 .
\]

The repulsion energy is \(5\times0.419025=2.095125\). The hopping energy is \(-2\sqrt2\times0.762217\times0.737464=-1.589880\). Their sum is \(F=0.505245\).

For the potential, \(R=\sqrt{0.019025\times0.819025}=0.12483\), and (10) gives \(v=-4.6838\). The Legendre search finds the same value. There \(s=10.139761\), \(w=0.740728\), and the angle of the lowest root is \(2.339943\) rad, so \(E=-1.368287\). Then

\[
E-vm=-1.368287+4.683829\times0.4=0.505245 .
\]

The upper end \(d=0.58\) is the minimizer without repulsion. Keeping that state at \(U=5\) would give \(\Phi=1.066970\). Relaxing \(d\) to 0.419 saves about 0.805 of repulsion and costs about 0.243 of hopping energy.

The table shows part of the scan at \(U=5\). Both methods give the same \(F\) to the digits shown.

| \(m\) | \(d\) | \(v\) | \(F\) |
|---:|---:|---:|---:|
| 0.0 | 0.1096 | 0.0000 | −0.7016 |
| 0.2 | 0.2354 | −3.3198 | −0.3060 |
| 0.4 | 0.4190 | −4.6838 | 0.5052 |
| 0.8 | 0.8034 | −7.2861 | 2.8424 |

The excess \(d-|m|\) is twice the weight of double occupation on the less occupied site. It falls from 0.1096 to 0.0034 down the table. For \(t\to0\) it vanishes and \(F\to U|m|\), which has a cusp at \(m=0\). At finite \(t\) the cusp is rounded. When \(U\) is large compared with \(t\), \(v\) still changes rapidly at small \(m\): in the table it falls by 3.3 between \(m=0\) and \(0.2\), and by only 1.4 between \(0.2\) and \(0.4\).

## Error certificate

Any admissible \(d\) gives an upper bound \(\Phi(d)\), and any \(v\) gives a lower bound \(E(v)-vm\). In the example, \(d=0.42\) and \(v=-4.5\) already give

\[
0.502265\le F\le0.505318 .
\]

The width, 0.003053, bounds the absolute error of either number without knowledge of the solution, apart from rounding.

Both errors are quadratic near the optimum. For \(d\), equation (5) gives \(\Phi''\approx158\) here. The displacement 0.000975 then predicts an error of \(\tfrac12\times158\times0.000975^2\approx7.5\times10^{-5}\), compared with the actual \(7.3\times10^{-5}\).

## Cost and stability

Memory use is constant. The initial width of the \(d\) bracket is \((1-|m|)^2/2\). Plain bisection to tolerance \(\delta\) needs about \(\log_2[(1-|m|)^2/(2\delta)]\) slope evaluations: 47.4, that is 48 steps, for this example at \(\delta=10^{-15}\). The Legendre search also has to enlarge its bracket near full polarization. There, to leading order, \(1-|m|\approx2t^2/(|v|-U)^2\), so \(|v|\approx U+t\sqrt{2/(1-|m|)}\). The number of doublings grows logarithmically with this potential.

The following points matter in floating-point arithmetic with relative rounding \(\epsilon\).

- **Solve for zero slope.** Comparing values of \(\Phi\) locates \(d\) only to order \(\sqrt{\epsilon\Lambda/\Phi''}\), because the minimum is flat. Here \(\Lambda\) is the magnitude of the larger of the two terms in (3), which sets the rounding error even where their difference \(\Phi\) is close to zero. That suffices for \(F\), but the error enters \(v\) at first order.
- **Factor the radicand.** Computing \(d^2-m^2\) by subtracting squares loses digits near \(d=|m|\). Use \((d-m)(d+m)\).
- **Watch the lower offset.** For \(U\gg t\) and fixed \(0<|m|<1\), equation (4) gives \(R\approx(\sqrt2\,t/U)\sqrt{|m|(1-|m|)}\), hence \(d-|m|\approx t^2(1-|m|)/U^2\). An offset of \(10^{-12}\) misses the root when this excess is smaller. Near \(|m|=1\) it empties the bracket once \(1-|m|\lesssim1.4\times10^{-6}\). Even before the offset fails, rounding of \(d\) gives the excess, and with it \(v\) from (10), a relative error of order \(\epsilon|m|/(d-|m|)\). In both regimes, use \(y=d-|m|\) as the unknown with a relative tolerance. Form \(R=\sqrt{y(y+2|m|)}\) and \(1-d=(1-|m|)-y\) directly from \(y\).
- **Protect small energies.** For \(U\gg t\) at \(v=0\), \(E\approx-4t^2/U\), while (7) obtains it by subtracting numbers of order \(U\). At \(v=0\) the absolute error is of order \(\epsilon U\), and the error relative to \(|E|\) is of order \(\epsilon U^2/(4t^2)\). This absolute estimate does not carry over to \(|v|\approx U\): there the two lowest roots are only of order \(t\) apart, \(w\) is close to 1, and the arccosine amplifies rounding to an absolute error of order \(\epsilon U^2/t\). At \(v=0\) the closed form for \(F(0)\), rewritten as \(-8t^2/[U+\sqrt{U^2+16t^2}]\), avoids the subtraction.
- **Expect a poorly determined potential at small \(m\) and large \(U\).** For \(|v|\ll U\), (6) gives \(E\approx-4t^2U/(U^2-v^2)\), so \(dm/dv\approx-8t^2/U^3\). This range of \(v\) corresponds to \(|m|\ll8t^2/U^2\). Within it, an error \(\delta m\) in the computed imbalance shifts \(v\) by about \(U^3\delta m/(8t^2)\). The effect of this shift on \(F\) is second order.

## Failure modes

Choosing the wrong cubic root destroys the lower bound. At the optimal \(v\) of the example, \(k=2\) gives \(E-vm=3.351410\), and \(k=0\) gives \(11.763940\). Both exceed the upper bound \(0.505318\), so the certificate exposes the mistake.

Choosing opposite signs for \(a\) and \(b\) replaces \(+R\) by \(-R\) in (3). At the same \(d\) the factor \(|a|+|b|\) becomes \(\bigl||a|-|b|\bigr|\), which raises the energy by \(4\sqrt2\,t\min(|a|,|b|)\,|c|\), about \(0.42t\) in the example.

At \(t=0\) the ground state can be degenerate, \(m(v)\) jumps at \(v=\pm U\), and (8) cannot be inverted, so the root search for \(v\) fails. Equality (1) survives. At \(v=-U\) the states \(|20\rangle\) and \(|S\rangle\) both have energy zero, and a combination of them has any \(m\) between 0 and 1. At \(v=+U\) the state \(|02\rangle\) plays the same part for negative \(m\). Both sides of (1) equal \(U|m|\). The upper end of the \(d\) bracket requires \(U\ge0\). On larger lattices the search generally has more than one parameter, and the equality proof needs a potential whose ground state has the requested density. Without one, the variational argument still makes the Legendre expression a lower bound to the constrained search, but this proof no longer gives equality.

The numerical check compares the cubic with diagonalization of all six states, and the one-parameter search with a minimization over complex six-component states. It also compares the two algorithms in 40 cases, with \(U\) from 0 to 10 and \(|m|\) up to 0.99; their energies agree within \(10^{-10}\) in the model's energy unit.

## Values computed for the example and the checks

```
Inputs: t = 1.0, U = 5.0 t, m = 0.4
Occupations: n1 = 1.4, n2 = 0.6
Upper bounds from trial d:
  d = 0.40: 0.614359 t
  d = 0.42: 0.505318 t
  d = 0.45: 0.550858 t
  d = 0.50: 0.711146 t
  d = 0.58: 1.066970 t
Lower bounds from trial v:
  v = -3.0 t: 0.288611 t
  v = -4.0 t: 0.465614 t
  v = -4.5 t: 0.502265 t
  v = -5.0 t: 0.496190 t
  v = -6.0 t: 0.347157 t
Search bracket for d: 0.40 to 0.58
Minimizing d = 0.41902508
F by constrained search = 0.5052449720 t
F by Legendre transform = 0.5052449720 t
F by full six-state search = 0.505245 t
v from search = -4.68382903 t
v from Legendre = -4.68382903 t
Amplitudes a, b, c = 0.639932, 0.097532, 0.762217
Repulsion energy U d = 2.095125 t
Hopping energy = -1.589880 t
Cubic: s = 10.139761 t, w = 0.740728
Angle of lowest root = 2.339943 rad
Root k=0: E = 9.890408 t, E - v m = 11.763940 t
Root k=1: E = -1.368287 t, E - v m = 0.505245 t
Root k=2: E = 1.477878 t, E - v m = 3.351410 t
Table for U = 5 t: m, d, v/t, F search/t, F Legendre/t
  0.0 0.109566 0.000000 -0.70156212 -0.70156212
  0.1 0.153635 -2.145699 -0.58459115 -0.58459115
  0.2 0.235438 -3.319792 -0.30600171 -0.30600171
  0.4 0.419025 -4.683829 0.50524497 0.50524497
  0.6 0.609680 -5.781868 1.55118295 1.55118295
  0.8 0.803372 -7.286150 2.84238696 2.84238696
  0.9 0.901182 -8.910233 3.64051959 3.64051959
m = 1, v = -1000 t: E - v m = 4.997990 t
m = 1, constrained search: F = 5.000000 t
All 40 test cases agree within 1e-10: True
```
